# Three Wells and Their Barriers in the Quadratic E ⊗ e Jahn-Teller Model: test program

```python
"""
Result under test: the lower surface of the E x e Jahn-Teller matrix
  K(x^2+y^2)/2 + F(x sz + y sx) + G[(x^2-y^2) sz - 2xy sx],  0 < 2G < K,
has three minima of depth E_JT = F^2/(2(K-2G)), and the lowest pass between
them lies 4 E_JT G/(K+2G) above the minima.
x, y: the two distortion coordinates; sz, sx: Pauli matrices in the
electronic doublet; K: force constant; F, G: linear and quadratic coupling.
Example units: eV and nm. Optional extras: strain (times sz),
spin_orbit/2 (times sy), cubic (times x^3 - 3 x y^2).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.ndimage import label
from scipy.optimize import minimize, minimize_scalar

rng = np.random.default_rng(4)


def matrix(x, y, K, F, G, strain=0.0, spin_orbit=0.0, cubic=0.0):
    x, y = np.broadcast_arrays(np.asarray(x, float), np.asarray(y, float))
    common = K * (x*x + y*y) / 2 + cubic * (x**3 - 3*x*y*y)
    diagonal = F*x + G*(x*x - y*y) + strain
    off = F*y - 2*G*x*y
    if spin_orbit:
        off = off - 0.5j * spin_orbit
    h = np.empty(x.shape + (2, 2), dtype=complex if spin_orbit else float)
    h[..., 0, 0] = common + diagonal
    h[..., 1, 1] = common - diagonal
    h[..., 0, 1] = off
    h[..., 1, 0] = np.conj(off)
    return h


def lower(x, y, *p, **extra):
    return np.linalg.eigvalsh(matrix(x, y, *p, **extra))[..., 0]


def descend(start, p, **extra):
    scale = np.hypot(*start)
    r = minimize(lambda u: float(lower(u[0]*scale, u[1]*scale, *p, **extra)),
                 np.asarray(start) / scale, method="Nelder-Mead",
                 options=dict(xatol=1e-8, fatol=1e-13, maxiter=2000))
    return r.x * scale, r.fun


def find_minima(p, reach, starts=24):
    """Distinct end points of descents from random starts within reach."""
    found = []
    for _ in range(starts):
        radius = reach * rng.uniform(0.1, 1.0)
        angle = rng.uniform(0, 2*np.pi)
        q, e = descend((radius*np.cos(angle), radius*np.sin(angle)), p)
        if all(np.hypot(*(q - other[0])) > 0.01*reach for other in found):
            found.append((q, e))
    return found


def flood_barrier(p, minima, half, n=601):
    """Raise a water level until the first two minima share one lake."""
    axis = np.linspace(-half, half, n)
    energy = lower(axis[:, None], axis[None, :], *p)
    seeds = [tuple(np.abs(axis - c).argmin() for c in m[0])
             for m in minima[:2]]
    low, high = max(energy[s] for s in seeds), 1e-9
    high = max(high, energy[n//2, n//2] + 1e-9)
    for _ in range(26):
        level = (low + high) / 2
        lakes, _count = label(energy <= level)
        if lakes[seeds[0]] == lakes[seeds[1]] and lakes[seeds[0]] > 0:
            high = level
        else:
            low = level
    return high - minima[0][1]


# --- Symmetry: count of allowed couplings and covariance of the matrix
turn = 2*np.pi/3


def rotation(t):
    return np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])


mirror = np.diag([1.0, -1.0])
group = [rotation(k*turn) @ m for k in range(3) for m in (np.eye(2), mirror)]
square = [(np.trace(g)**2 + np.trace(g @ g)) / 2 for g in group]
n_linear = np.mean([np.trace(g)*s for g, s in zip(group, square)])
n_quadratic = np.mean([s*s for s in square])
assert abs(n_linear - 1) < 1e-12 and abs(n_quadratic - 2) < 1e-12
for _ in range(5):
    q = rng.normal(size=2)
    p = (1.3, 0.8, 0.4)
    u = rotation(turn/2)
    assert np.allclose(matrix(*(rotation(turn) @ q), *p),
                       u @ matrix(*q, *p) @ u.T)
    assert np.allclose(matrix(*(mirror @ q), *p),
                       mirror @ matrix(*q, *p) @ mirror)

# --- Closed form of both surfaces and their angular slope
for _ in range(20):
    K, F, G, r, t = rng.uniform(0.3, 2, 5)
    S = np.sqrt(F*F + G*G*r*r + 2*F*G*r*np.cos(3*t))
    both = np.linalg.eigvalsh(matrix(r*np.cos(t), r*np.sin(t), K, F, G))
    assert np.allclose(both, [K*r*r/2 - r*S, K*r*r/2 + r*S])
    if S > 0.1:
        d = 1e-5
        slope = (lower(r*np.cos(t+d), r*np.sin(t+d), K, F, G)
                 - lower(r*np.cos(t-d), r*np.sin(t-d), K, F, G)) / (2*d)
        assert abs(slope - 3*F*G*r*r*np.sin(3*t)/S) < 1e-5


def check_surface(p):
    """Minima, curvatures and lowest pass, all from matrix eigenvalues."""
    K, F, G = p
    r_min, r_sad = F/(K - 2*G), F/(K + 2*G)
    depth = F*F / (2*(K - 2*G))
    barrier = 4*depth*G/(K + 2*G)
    minima = find_minima(p, 1.3*r_min)
    assert len(minima) == 3
    for q, e in minima:
        assert abs(e + depth) < 1e-7*depth
        assert abs(np.hypot(*q)/r_min - 1) < 1e-4
        assert abs(np.cos(3*np.arctan2(q[1], q[0])) - 1) < 1e-5
    flood = flood_barrier(p, minima, 1.6*r_min)
    assert abs(flood/barrier - 1) < 5e-3
    expected = {r_min: (K - 2*G, 9*G*(K - 2*G)/(K - G)),
                -r_sad: (K + 2*G, -9*G*(K + 2*G)/(K + G))}
    for x0, pair in expected.items():
        h = 2e-3*abs(x0)
        e0 = lower(x0, 0, *p)
        radial = (lower(x0+h, 0, *p) + lower(x0-h, 0, *p) - 2*e0)/h**2
        tangent = (lower(x0, h, *p) + lower(x0, -h, *p) - 2*e0)/h**2
        assert np.allclose([radial, tangent], pair, rtol=2e-3)
        assert abs(lower(x0+h, 0, *p) - lower(x0-h, 0, *p))/(2*h) < 1e-5*F
    gap = np.ptp(np.linalg.eigvalsh(matrix(r_min, 0, *p)))
    assert abs(gap/(4*depth*(K - G)/(K - 2*G)) - 1) < 1e-9
    return minima, flood, gap


for case in ((1.0, 1.0, 0.1), (1.0, 1.0, 0.3), (2.0, 0.7, 0.9)):
    check_surface(case)

# --- Signs of the couplings, the trough at G = 0, and loss of stability
for case in ((1.0, -1.0, 0.2), (1.0, 1.0, -0.2)):
    swapped = find_minima(case, 2.0)
    assert len(swapped) == 3
    for q, e in swapped:
        assert abs(np.cos(3*np.arctan2(q[1], q[0])) + 1) < 1e-5
        assert abs(e + 1/(2*(1 - 0.4))) < 1e-7
angles = np.linspace(0, 2*np.pi, 50)
assert np.ptp(lower(np.cos(angles), np.sin(angles), 1, 1, 0)) < 1e-12
assert lower(1e3, 0, 1, 1, 0.6) < -1e4

# --- Worked example, eV and nm
K, F, G = 600.0, 18.0, 33.0
mass_u, temperature = 28.0, 77.0
par = (K, F, G)
minima, flood, gap = check_surface(par)
r_min, r_sad = F/(K - 2*G), F/(K + 2*G)
E_JT = F*F/(2*(K - 2*G))
barrier = 4*E_JT*G/(K + 2*G)
kT = const.k*temperature/const.e
mass = mass_u*const.atomic_mass/const.e*1e-18     # eV s^2 / nm^2
hbar = const.hbar/const.e                         # eV s


def quantum(curvature):
    return hbar*np.sqrt(abs(curvature)/mass)


hw = quantum(K)
hw_r = quantum(K - 2*G)
hw_t = quantum(9*G*(K - 2*G)/(K - G))
hw_s = quantum(K + 2*G)
zero_shift = (hw_s - hw_r - hw_t)/2


def vibronic_levels(max_quanta):
    """Lowest six levels with both surfaces and the kinetic energy."""
    size = max_quanta + 3
    a = np.diag(np.sqrt(np.arange(1, size)), 1)
    X = np.sqrt(hw/K)*(a + a.T)/np.sqrt(2)
    X2 = X @ X
    pairs = np.array([(i, j) for i in range(max_quanta + 1)
                      for j in range(max_quanta + 1 - i)])
    i, j = pairs.T
    same_i, same_j = i[:, None] == i, j[:, None] == j
    x, y = X[np.ix_(i, i)], X[np.ix_(j, j)]
    xx, yy = X2[np.ix_(i, i)]*same_j, X2[np.ix_(j, j)]*same_i
    A = F*x*same_j + G*(xx - yy)
    B = F*y*same_i - 2*G*x*y
    D = np.diag(hw*(i + j + 1.0))
    return eigh(np.block([[D + A, B], [B, D - A]]), eigvals_only=True,
                subset_by_index=[0, 5])


coarse, levels = vibronic_levels(36), vibronic_levels(44)
split, split_coarse = levels[2] - levels[0], coarse[2] - coarse[0]
assert levels[1] - levels[0] < 1e-9 < split
assert abs(split_coarse/split - 1) < 0.01
harmonic_ground = -E_JT + (hw_r + hw_t)/2
assert abs(levels[0] - harmonic_ground) < 3e-3    # anharmonic remainder

# --- Classical hopping rate through one pass: harmonic and full integral
rate = hw_r*hw_t/hw_s/(2*np.pi*hbar)*np.exp(-barrier/kT)
nr, nt = 500, 400
dr, dt = 0.09/nr, turn/nt
r = (np.arange(nr) + 0.5)*dr
t = -turn/2 + (np.arange(nt) + 0.5)*dt
well = lower(r[:, None]*np.cos(t), r[:, None]*np.sin(t), *par)
well_sum = np.sum(np.exp(-(well + E_JT)/kT)*r[:, None])*dr*dt
ray_sum = np.sum(np.exp(-(lower(-r, 0, *par) + E_JT)/kT))*dr
rate_flux = np.sqrt(kT/(2*np.pi*mass))*ray_sum/well_sum
assert abs(rate/rate_flux - 1) < 0.15             # finite kT/barrier


def quantum_ratio(w):
    """Classical over quantum partition function of one oscillator."""
    return 2*np.sinh(w/(2*kT))/(w/kT)


levels_sum = np.sum(np.exp(-hw_t/kT*(np.arange(200) + 0.5)))
assert abs(kT/hw_t/levels_sum/quantum_ratio(hw_t) - 1) < 1e-10
quantum_factor = quantum_ratio(hw_r)*quantum_ratio(hw_t)/quantum_ratio(hw_s)


# --- Neglected couplings, with rough strengths
def ray_barrier(**extra):
    ends = [minimize_scalar(lambda s: float(lower(sign*s, 0, *par, **extra)),
                            bounds=(0.005, 0.06), method="bounded",
                            options=dict(xatol=1e-10)).fun
            for sign in (1, -1)]
    return ends[1] - ends[0]


assert abs(ray_barrier() - barrier) < 1e-9
spin_orbit = 0.040
so_shift = ray_barrier(spin_orbit=spin_orbit) - barrier
deformation, strain = 5.0, 1e-4
tilt = deformation*strain
tilted = sorted(descend(q, par, strain=tilt)[1] for q, e in minima)
detuning = tilted[-1] - tilted[0]
assert abs(detuning/(1.5*tilt) - 1) < 0.02
bond = 0.235
cubic = K*(2/bond)/2/np.sqrt(6)
phi = 0.37
bonds = np.sqrt(2/3)*np.cos(phi - turn*np.arange(3))
assert abs(np.sum(bonds**3) - np.cos(3*phi)/np.sqrt(6)) < 1e-12
cubic_down, cubic_up = ray_barrier(cubic=cubic), ray_barrier(cubic=-cubic)

meV = 1e3
print(f"allowed linear, quadratic constants: {n_linear:.0f}, {n_quadratic:.0f}")
print(f"force constant K = {K:.0f} eV/nm^2")
print(f"linear coupling F = {F:.0f} eV/nm")
print(f"quadratic coupling G = {G:.0f} eV/nm^2")
print(f"ratio 2G/K = {2*G/K:.3f}")
print(f"mode mass = {mass_u:.0f} u")
print(f"linear-only depth F^2/(2K) = {F*F/(2*K)*meV:.2f} meV")
print(f"Jahn-Teller energy E_JT = {E_JT*meV:.2f} meV")
print(f"depth from numerical descent = {-minima[0][1]*meV:.2f} meV")
print(f"number of minima found = {len(minima)}")
print(f"radius of minima = {r_min:.5f} nm")
print(f"radius of saddles = {r_sad:.5f} nm")
print(f"radius of outer intersections F/G = {F/G:.4f} nm")
print(f"saddle energy = {lower(-r_sad, 0, *par)*meV:.2f} meV")
print(f"barrier from formula = {barrier*meV:.3f} meV")
print(f"barrier from flooding = {flood*meV:.3f} meV")
print(f"barrier / k_B = {barrier*const.e/const.k:.0f} K")
print(f"vertical gap at a minimum = {gap:.4f} eV")
print(f"radial curvature, minimum = {K - 2*G:.1f} eV/nm^2")
print(f"tangential curvature, minimum = {9*G*(K-2*G)/(K-G):.1f} eV/nm^2")
print(f"radial curvature, saddle = {K + 2*G:.1f} eV/nm^2")
print(f"tangential curvature, saddle = {-9*G*(K+2*G)/(K+G):.1f} eV/nm^2")
print(f"bare vibrational quantum = {hw*meV:.2f} meV")
print(f"radial quantum at minimum = {hw_r*meV:.2f} meV")
print(f"tangential quantum at minimum = {hw_t*meV:.2f} meV")
print(f"radial quantum at saddle = {hw_s*meV:.2f} meV")
print(f"zero-point change of barrier = {zero_shift*meV:.2f} meV")
print(f"ground level, harmonic = {harmonic_ground*meV:.2f} meV")
print(f"ground level, vibronic = {levels[0]*meV:.2f} meV")
print(f"tunnel splitting, ground triplet = {split*1e6:.3f} micro-eV")
print(f"its shift, 36 to 44 quanta = {(split-split_coarse)*1e6:.1e} micro-eV")
print(f"first excited triplet above ground = {(levels[3]-levels[0])*meV:.2f} meV")
print(f"spread of first excited triplet = {(levels[5]-levels[3])*meV:.4f} meV")
print(f"temperature = {temperature:.0f} K, k_B T = {kT*meV:.3f} meV")
print(f"hopping rate per pass, harmonic = {rate:.3e} 1/s")
print(f"hopping rate per pass, flux integral = {rate_flux:.3e} 1/s")
print(f"quantum factor of stable vibrations = {quantum_factor:.3f}")
print(f"rough spin-orbit splitting = {spin_orbit*meV:.0f} meV")
print(f"spin-orbit change of barrier = {so_shift*meV:.3f} meV")
print(f"rough deformation constant = {deformation:.0f} eV, strain = {strain:.0e}")
print(f"strain detuning of wells = {detuning*meV:.3f} meV")
print(f"rough bond length = {bond:.3f} nm")
print(f"rough cubic constant = {cubic:.0f} eV/nm^3")
print(f"barrier with cubic term opposing G = {cubic_down*meV:.1f} meV")
print(f"barrier with cubic term aiding G = {cubic_up*meV:.1f} meV")
print("no test failed")
```

Output:

```
allowed linear, quadratic constants: 1, 2
force constant K = 600 eV/nm^2
linear coupling F = 18 eV/nm
quadratic coupling G = 33 eV/nm^2
ratio 2G/K = 0.110
mode mass = 28 u
linear-only depth F^2/(2K) = 270.00 meV
Jahn-Teller energy E_JT = 303.37 meV
depth from numerical descent = 303.37 meV
number of minima found = 3
radius of minima = 0.03371 nm
radius of saddles = 0.02703 nm
radius of outer intersections F/G = 0.5455 nm
saddle energy = -243.24 meV
barrier from formula = 60.128 meV
barrier from flooding = 60.129 meV
barrier / k_B = 698 K
vertical gap at a minimum = 1.2885 eV
radial curvature, minimum = 534.0 eV/nm^2
tangential curvature, minimum = 279.7 eV/nm^2
radial curvature, saddle = 666.0 eV/nm^2
tangential curvature, saddle = -312.5 eV/nm^2
bare vibrational quantum = 29.93 meV
radial quantum at minimum = 28.24 meV
tangential quantum at minimum = 20.44 meV
radial quantum at saddle = 31.53 meV
zero-point change of barrier = -8.57 meV
ground level, harmonic = -279.04 meV
ground level, vibronic = -279.23 meV
tunnel splitting, ground triplet = 2.113 micro-eV
its shift, 36 to 44 quanta = -1.3e-06 micro-eV
first excited triplet above ground = 19.36 meV
spread of first excited triplet = 0.0474 meV
temperature = 77 K, k_B T = 6.635 meV
hopping rate per pass, harmonic = 5.134e+08 1/s
hopping rate per pass, flux integral = 5.016e+08 1/s
quantum factor of stable vibrations = 1.251
rough spin-orbit splitting = 40 meV
spin-orbit change of barrier = -0.122 meV
rough deformation constant = 5 eV, strain = 1e-04
strain detuning of wells = 0.750 meV
rough bond length = 0.235 nm
rough cubic constant = 1042 eV/nm^3
barrier with cubic term opposing G = 2.9 meV
barrier with cubic term aiding G = 138.7 meV
no test failed
```
